# Regular two-centre tables for forces and stress at any separation: a program that tests the result

```python
"""Forces and stress from tabulated two-centre integrals in regular form.

Result under test: for orbitals f_a(r)Y_a and f_b(r)Y_b separated by R,
    M_ab(R) = sum_l g_l(R) P_l(R),      g_l = S_l/R^l,
    dM_ab/dR_x = sum_l [ (g_l'/R) R_x P_l + g_l dP_l/dR_x ],
with P_l a Gaunt-weighted sum of solid harmonics R^l Y_lm. The form is finite
at R = 0 if the orbitals are smooth enough. M is an overlap or kinetic integral.
Force and stress of a periodic model follow from bond vectors D:
    q = sum(weight * grad M),  F_j -= q,  F_i += q,  dE/d(strain_xy) = sum q_x D_y.
Algebra in atomic units; printed numbers in eV and angstrom.
"""
import math
from functools import lru_cache
import numpy as np
import sympy as sp
from scipy.constants import physical_constants, e as charge
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import spherical_jn

HA = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10      # angstrom per bohr
FORCE = HA / ANG                                       # eV/angstrom per Ha/bohr

# ---------- real solid harmonics up to l = 4 as polynomials ----------
LMAX = 4
EXPO = np.array([(i, j, k) for i in range(LMAX + 1) for j in range(LMAX + 1)
                 for k in range(LMAX + 1) if i + j + k <= LMAX])
COEF = np.zeros(((LMAX + 1)**2, len(EXPO)))
x, y, z = sp.symbols("x y z")
place = {tuple(int(v) for v in p): n for n, p in enumerate(EXPO)}
fac = math.factorial
for l in range(LMAX + 1):
    for m in range(-l, l + 1):
        a = abs(m)
        polar = sum(sp.Rational((-1)**k * math.comb(l, k) * math.comb(2*l - 2*k, l)
                                * fac(l - 2*k), 2**l * fac(l - 2*k - a))
                    * (x**2 + y**2 + z**2)**k * z**(l - 2*k - a)
                    for k in range((l - a)//2 + 1))
        plus, minus = (x + sp.I*y)**a, (x - sp.I*y)**a
        azimuth = (plus + minus)/2 if m >= 0 else (plus - minus)/(2*sp.I)
        norm = math.sqrt((2*l + 1)/(4*math.pi) * (2 if m else 1) * fac(l - a)/fac(l + a))
        for power, c in sp.Poly(sp.expand(polar*azimuth), x, y, z).terms():
            COEF[l*l + l + m, place[tuple(int(v) for v in power)]] = norm * float(c)


def solid(vec):
    """Values (n, 25) and gradients (n, 3, 25) of all solid harmonics."""
    pw = np.ones((len(vec), 3, LMAX + 1))
    for n in range(1, LMAX + 1):
        pw[:, :, n] = pw[:, :, n - 1] * vec
    factor = [pw[:, d, :][:, EXPO[:, d]] for d in range(3)]
    value = (factor[0]*factor[1]*factor[2]) @ COEF.T
    grad = np.empty((len(vec), 3, len(COEF)))
    for d in range(3):
        lowered = EXPO[:, d] * pw[:, d, :][:, np.maximum(EXPO[:, d] - 1, 0)]
        others = factor[(d + 1) % 3] * factor[(d + 2) % 3]
        grad[:, d] = (lowered*others) @ COEF.T
    return value, grad


def sphere(n):
    """Unit vectors and weights of a product rule on the sphere."""
    u, wu = np.polynomial.legendre.leggauss(n)
    phi = (np.arange(2*n) + 0.5) * math.pi / n
    s = np.sqrt(1 - u**2)
    pts = np.stack([np.outer(s, np.cos(phi)), np.outer(s, np.sin(phi)),
                    np.outer(u, np.ones(2*n))], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wu, 2*n) * math.pi / n


directions, weights = sphere(12)
harm = solid(directions)[0]
GAUNT = np.einsum("n,na,nb,nc->abc", weights, harm[:, :9], harm[:, :9], harm, optimize=True)

# ---------- radial functions and their Bessel transforms ----------
KMAX = 20.0
t, wt = np.polynomial.legendre.leggauss(400)
K, WK = KMAX*(t + 1)/2, KMAX*wt/2


class Shell:
    """f(r) = N r^l (1 - r^2/c^2)^6 inside the cutoff c, zero outside."""
    def __init__(self, l, cutoff_ang):
        self.l, self.c = l, cutoff_ang/ANG
        t, w = np.polynomial.legendre.leggauss(160)
        r, w = self.c*(t + 1)/2, self.c*w/2
        f = r**l * (1 - r**2/self.c**2)**6
        self.norm = 1/math.sqrt(np.sum(w*r**2*f**2))
        self.ft = spherical_jn(l, np.outer(K, r)) @ (w*r**2*f*self.norm)
        self.block = slice(l*l, (l + 1)**2)

    def orbital(self, vec):
        u = np.maximum(1 - np.sum(vec**2, axis=1)/self.c**2, 0)
        val, grad = solid(vec)
        val, grad = val[:, self.block], grad[:, :, self.block]
        du = -12*u[:, None]**5 * vec/self.c**2
        return (self.norm*u[:, None]**6*val,
                self.norm*(u[:, None, None]**6*grad + du[:, :, None]*val[:, None, :]))


def bessel_ratio(l, arg):
    """j_l(x)/x^l, by its power series for small x."""
    small = np.minimum(arg, 1.0)
    term = np.ones_like(arg) / math.prod(range(1, 2*l + 2, 2))
    total = term.copy()
    for n in range(12):
        term = term * (-small**2/2) / ((n + 1)*(2*l + 2*n + 3))
        total += term
    safe = np.maximum(arg, 1.0)
    return np.where(arg < 1.0, total, spherical_jn(l, safe)/safe**l)


@lru_cache(maxsize=None)
def kernel(rc, nodes, l):
    return K**l * bessel_ratio(l, np.outer(np.linspace(0, rc, nodes), K))


def spectrum(a, b, op, l):
    sign = (-1)**abs((a.l - b.l - l)//2)
    return 8*sign*WK*K**2*(K**2/2 if op == "kinetic" else 1.0)*a.ft*b.ft


NODES = 401


class Table:
    """Spline tables of g_l for one pair of shells."""
    def __init__(self, a, b, op):
        self.ls = list(range(abs(a.l - b.l), a.l + b.l + 1, 2))
        self.rc = a.c + b.c
        g = np.stack([kernel(self.rc, NODES, l) @ spectrum(a, b, op, l)
                      for l in self.ls], axis=1)
        g[-1] = 0
        flat = np.zeros(len(self.ls))
        self.g = CubicSpline(np.linspace(0, self.rc, NODES), g, bc_type=((1, flat), (1, flat)))
        self.dg = self.g.derivative()
        self.gaunt = [GAUNT[a.block, b.block, l*l:(l + 1)**2] for l in self.ls]

    def g_and_h(self, dist):
        safe = np.maximum(dist, 1e-6)
        return self.g(dist), self.dg(safe)/safe[:, None]

    def __call__(self, D):
        g, h = self.g_and_h(np.linalg.norm(D, axis=1))
        val, grad = solid(D)
        M, dM = 0.0, 0.0
        for n, l in enumerate(self.ls):
            P = np.einsum("abm,nm->nab", self.gaunt[n], val[:, l*l:(l + 1)**2])
            dP = np.einsum("abm,nxm->nxab", self.gaunt[n], grad[:, :, l*l:(l + 1)**2])
            M = M + g[:, n, None, None]*P
            dM = dM + (h[:, n, None, None, None]*D[:, :, None, None]*P[:, None]
                       + g[:, n, None, None, None]*dP)
        return M, dM


@lru_cache(maxsize=None)
def table(a, b, op):
    return Table(a, b, op)


# ---------- model: shells, projectors, crystal ----------
C_ORB, C_PROJ = 3.0, 2.0                                # angstrom
A_s, A_d, X_p = Shell(0, C_ORB), Shell(2, C_ORB), Shell(1, C_ORB)
B_s, B_p = Shell(0, C_ORB), Shell(1, C_ORB)
V_EV = [-30.0, -40.0, -40.0]                            # A s, B s, B p


def numbered(items):
    out, start = [], 0
    for centre, shell in items:
        out.append((centre, shell, slice(start, start + 2*shell.l + 1)))
        start += 2*shell.l + 1
    return out, start


ORBS, N_ORB = numbered([(0, A_s), (0, A_d), (1, X_p), (2, B_s), (2, B_p)])
PROJ, N_PROJ = numbered([(0, Shell(0, C_PROJ)), (2, Shell(0, C_PROJ)), (2, Shell(1, C_PROJ))])
V = np.concatenate([np.full(2*s.l + 1, v/HA) for (_, s, _), v in zip(PROJ, V_EV)])
CELL_ANG = np.array([[3.4, 0, 0], [0.3, 3.6, 0], [-0.2, 0.4, 3.8]])
POS_ANG = np.array([[0, 0, 0], [0, 0, 0], [1.4, 1.1, 0.9]])
CELL, POS = CELL_ANG/ANG, POS_ANG/ANG
KPTS = np.array([[0.25, s1*0.25, s2*0.25] for s1 in (1, -1) for s2 in (1, -1)])
N_OCC = 5
SHIFTS = np.array([(i, j, k) for i in range(-3, 4) for j in range(-3, 4) for k in range(-3, 4)])


def bloch(rows, nr, cols, nc, op, pos, cell):
    out, bonds = np.zeros((len(KPTS), nr, nc), complex), []
    for i, a, ra in rows:
        for j, b, cb in cols:
            D = pos[j] - pos[i] + SHIFTS @ cell
            keep = np.linalg.norm(D, axis=1) < a.c + b.c
            D, phase = D[keep], np.exp(2j*math.pi*SHIFTS[keep] @ KPTS.T)
            M, dM = table(a, b, op)(D)
            out[:, ra, cb] += np.einsum("nk,nab->kab", phase, M)
            bonds.append((i, j, ra, cb, D, phase, dM))
    return out, bonds


def solve(pos, cell, derivatives=False):
    S, bS = bloch(ORBS, N_ORB, ORBS, N_ORB, "overlap", pos, cell)
    T, bT = bloch(ORBS, N_ORB, ORBS, N_ORB, "kinetic", pos, cell)
    B, bB = bloch(PROJ, N_PROJ, ORBS, N_ORB, "overlap", pos, cell)
    energy, top, bottom, smin = 0.0, -np.inf, np.inf, np.inf
    wS, wT, wB = np.zeros_like(S), np.zeros_like(T), np.zeros_like(B)
    for k in range(len(KPTS)):
        H = T[k] + B[k].conj().T @ (V[:, None]*B[k])
        eps, c = eigh(H, S[k])
        occ = c[:, :N_OCC]
        f = 2/len(KPTS)
        energy += f*eps[:N_OCC].sum()
        top, bottom = max(top, eps[N_OCC - 1]), min(bottom, eps[N_OCC])
        if derivatives:
            smin = min(smin, np.linalg.eigvalsh(S[k])[0])
            P = f*occ @ occ.conj().T
            W = f*(occ*eps[:N_OCC]) @ occ.conj().T
            wT[k], wS[k] = P.T, -W.T
            wB[k] = 2*(P @ B[k].conj().T * V).T
    if not derivatives:
        return energy
    force, strain, coincident = {}, {}, np.zeros((len(pos), 3))
    for name, weight, bonds in (("overlap", wS, bS), ("kinetic", wT, bT), ("projector", wB, bB)):
        F, E = np.zeros((len(pos), 3)), np.zeros((3, 3))
        for i, j, ra, cb, D, phase, dM in bonds:
            theta = np.einsum("nk,kab->nab", phase, weight[:, ra, cb]).real
            q = np.einsum("nab,nxab->nx", theta, dM)
            F[i] += q.sum(axis=0)
            F[j] -= q.sum(axis=0)
            E += q.T @ D
            if i != j:
                q0 = q[np.linalg.norm(D, axis=1) < 1e-12].sum(axis=0)
                coincident[i] += q0
                coincident[j] -= q0
        force[name], strain[name] = F, E
    return energy, force, strain, coincident, top, bottom, smin


# ---------- test 1: tables against three-dimensional quadrature ----------
def direct(a, b, R, grid, w, val_a, grad_a):
    val_b, grad_b = b.orbital(grid - R)
    kin = 0.5*sum((w[:, None]*grad_a[:, d]).T @ grad_b[:, d] for d in range(3))
    return np.stack([(w[:, None]*val_a).T @ val_b, kin])


R_TEST = np.array([0.6, -0.9, 1.1])/ANG
pts, wang = sphere(24)
err_val, err_grad = np.zeros(2), np.zeros(2)
for a, b in ((A_s, X_p), (A_d, X_p), (A_d, A_d)):
    t, w = np.polynomial.legendre.leggauss(40)
    r, w = a.c*(t + 1)/2, a.c*w/2
    grid = (r[:, None, None]*pts[None]).reshape(-1, 3)
    wgrid = np.outer(w*r**2, wang).ravel()
    va, ga = a.orbital(grid)
    for R in (np.zeros(3), R_TEST):
        ref = direct(a, b, R, grid, wgrid, va, ga)
        step = 1e-3
        dref = np.stack([(direct(a, b, R + step*u, grid, wgrid, va, ga)
                          - direct(a, b, R - step*u, grid, wgrid, va, ga))/(2*step)
                         for u in np.eye(3)], axis=1)
        for n, op in enumerate(("overlap", "kinetic")):
            M, dM = table(a, b, op)(R[None])
            err_val[n] = max(err_val[n], np.abs(M[0] - ref[n]).max())
            err_grad[n] = max(err_grad[n], np.abs(dM[0] - dref[n]).max())
assert err_val.max() < 3e-6, err_val
assert err_grad.max() < 3e-5, err_grad

# ---------- test 2: g'/R against its own k-integral, also at R = 0 ----------
err_h = 0.0
for op in ("overlap", "kinetic"):
    tab = table(A_d, A_d, op)
    dist = np.array([0.0, 1.0, 3.0])
    h = tab.g_and_h(dist)[1]
    for n, l in enumerate(tab.ls):
        integral = -(K**(l + 2)*bessel_ratio(l + 1, np.outer(dist, K))) @ spectrum(A_d, A_d, op, l)
        err_h = max(err_h, np.abs(h[:, n] - integral).max()/np.abs(integral).max())
assert err_h < 1e-3, err_h

# ---------- test 3: hard-wall orbital breaks the regularity of the kinetic table ----------
dk = 0.05                                               # wall radius = 1 here
kk = (np.arange(2_000_000) + 0.5)*dk
dens = 2*math.pi*kk**2*np.sin(kk)**2/(math.pi**2 - kk**2)**2


def drop(R):
    return dk*np.sum(dens*(1 - np.sin(kk*R)/(kk*R)))


cusp = (4*drop(0.01) - drop(0.02))/0.02                 # linear coefficient in R
cusp_formula = math.pi**2/4
assert abs(cusp/cusp_formula - 1) < 0.01, cusp
wall = C_ORB/ANG

# ---------- test 4: a spline of S_2 itself has a false slope at R = 0 ----------
false_slope = []
for nodes in (81, 161):
    dist = np.linspace(0, 2*A_d.c, nodes)
    S2 = dist**2*(kernel(2*A_d.c, nodes, 2) @ spectrum(A_d, A_d, "kinetic", 2))
    false_slope.append(abs(float(CubicSpline(dist, S2)(0.0, 1))))
assert false_slope[0] > 4*false_slope[1] > 0, false_slope

# ---------- test 5: forces and stress against energy differences ----------
energy, force, strain, coincident, top, bottom, smin = solve(POS, CELL, True)
F, E = sum(force.values()), sum(strain.values())
assert bottom - top > 1/HA and smin > 1e-6
step, F_num = 2e-4, np.zeros_like(F)
for i in range(3):
    for d in range(3):
        shift = np.zeros_like(POS)
        shift[i, d] = step
        F_num[i, d] = -(solve(POS + shift, CELL) - solve(POS - shift, CELL))/(2*step)
err_F = np.abs(F - F_num).max()
assert err_F < 1e-6, err_F
assert np.abs(coincident[1]).max() > 1e-5
step, E_num = 1e-4, np.zeros((3, 3))
for i in range(3):
    for j in range(3):
        up, down = np.eye(3), np.eye(3)
        up[i, j] += step
        down[i, j] -= step
        E_num[i, j] = (solve(POS @ up.T, CELL @ up.T) - solve(POS @ down.T, CELL @ down.T))/(2*step)
err_E = np.abs(E - E_num).max()
assert err_E < 1e-5, err_E
twist = {name: np.abs(s - s.T).max() for name, s in strain.items()}
twist_total = np.abs(E - E.T).max()
assert twist_total < 1e-8 and max(twist.values()) > 1e-6, (twist_total, twist)

# ---------- test 6: the force is continuous through zero separation ----------
jump = 0.0
for sign in (1, -1):
    near = POS.copy()
    near[1] += sign*1e-6/ANG*np.array([1.0, -2.0, 2.0])/3
    jump = max(jump, np.abs(sum(solve(near, CELL, True)[1].values()) - F).max())
assert jump < 1e-5, jump

# ---------- report ----------
volume = abs(np.linalg.det(CELL))
stress = E/volume*HA/ANG**3
gpa = charge*1e30/1e9


def row(v, digits=5):
    return " ".join(f"{c + 0.0:.{digits}f}" for c in v)


print("orbital, projector cutoff (A):", C_ORB, C_PROJ)
print("table nodes, spacing for two orbitals (A):", NODES, f"{2*C_ORB/(NODES - 1):.4f}")
for n in range(3):
    print(f"cell vector {n + 1} (A):", row(CELL_ANG[n], 1))
for n, name in enumerate(("A", "X", "B")):
    print(f"position {name} (A):", row(POS_ANG[n], 1))
print("projector strengths A s, B s, B p (eV):", V_EV)
print("k-points, filled bands, orbitals:", len(KPTS), N_OCC, N_ORB)
g1 = table(A_s, X_p, "overlap").g(0.0)[0]
g1T = table(A_s, X_p, "kinetic").g(0.0)[0]
dS, dT = (table(A_s, X_p, op)(np.zeros((1, 3)))[1][0, 2, 0, 1] for op in ("overlap", "kinetic"))
print(f"s-p overlap g_1(0) (1/A): {g1/ANG:.6f}")
print(f"s-pz overlap slope along z at R=0 (1/A): {dS/ANG:.6f}")
print(f"s-p kinetic g_1(0) (eV/A): {g1T*FORCE:.5f}")
print(f"s-pz kinetic slope along z at R=0 (eV/A): {dT*FORCE:.5f}")
print(f"table error, overlap value: {err_val[0]:.1e}")
print(f"table error, kinetic value (eV): {err_val[1]*HA:.1e}")
print(f"table error, overlap gradient (1/A): {err_grad[0]/ANG:.1e}")
print(f"table error, kinetic gradient (eV/A): {err_grad[1]*FORCE:.1e}")
print(f"relative error of g'/R: {err_h:.1e}")
print(f"hard wall 3 A: cusp slope, numeric (eV/A): {cusp/wall**3*FORCE:.4f}")
print(f"hard wall 3 A: cusp slope, formula (eV/A): {cusp_formula/wall**3*FORCE:.4f}")
print(f"false slope of S_2 spline, 0.075 A nodes (eV/A): {false_slope[0]*FORCE:.2e}")
print(f"false slope of S_2 spline, 0.0375 A nodes (eV/A): {false_slope[1]*FORCE:.2e}")
print(f"smallest overlap eigenvalue: {smin:.5f}")
print(f"highest filled, lowest empty level (eV): {top*HA:.4f} {bottom*HA:.4f}")
print(f"band energy per cell (eV): {energy*HA:.5f}")
for n, name in enumerate(("A", "X", "B")):
    print(f"force on {name} (eV/A):", row(F[n]*FORCE))
for name in force:
    print(f"force on X, {name} part (eV/A):", row(force[name][1]*FORCE))
print("force on X from pairs at R=0 (eV/A):", row(coincident[1]*FORCE))
print("force on A with X tied to it (eV/A):", row((F[0] + F[1])*FORCE))
print(f"largest force error against differences (eV/A): {err_F*FORCE:.1e}")
print(f"force change for X moved by 1e-6 A (eV/A): {jump*FORCE:.1e}")
print(f"cell volume (A^3): {volume*ANG**3:.4f}")
for n, name in enumerate("xyz"):
    print(f"stress row {name} (eV/A^3):", row(stress[n], 6))
print(f"largest strain-derivative error (eV): {err_E*HA:.1e}")
for name in twist:
    print(f"asymmetry of strain derivative, {name} (eV): {twist[name]*HA:.5f}")
print(f"asymmetry of strain derivative, total (eV): {twist_total*HA:.1e}")
print(f"pressure (eV/A^3): {-np.trace(stress)/3:.6f}")
print(f"pressure (GPa): {-np.trace(stress)/3*gpa:.3f}")
print("every check passed")
```

It prints:

```
orbital, projector cutoff (A): 3.0 2.0
table nodes, spacing for two orbitals (A): 401 0.0150
cell vector 1 (A): 3.4 0.0 0.0
cell vector 2 (A): 0.3 3.6 0.0
cell vector 3 (A): -0.2 0.4 3.8
position A (A): 0.0 0.0 0.0
position X (A): 0.0 0.0 0.0
position B (A): 1.4 1.1 0.9
projector strengths A s, B s, B p (eV): [-30.0, -40.0, -40.0]
k-points, filled bands, orbitals: 4 5 13
s-p overlap g_1(0) (1/A): -6.511739
s-pz overlap slope along z at R=0 (1/A): -0.897527
s-p kinetic g_1(0) (eV/A): -101.49386
s-pz kinetic slope along z at R=0 (eV/A): -13.98912
table error, overlap value: 2.1e-10
table error, kinetic value (eV): 1.6e-08
table error, overlap gradient (1/A): 2.6e-07
table error, kinetic gradient (eV/A): 7.5e-06
relative error of g'/R: 1.1e-04
hard wall 3 A: cusp slope, numeric (eV/A): 0.6953
hard wall 3 A: cusp slope, formula (eV/A): 0.6964
false slope of S_2 spline, 0.075 A nodes (eV/A): 2.02e-01
false slope of S_2 spline, 0.0375 A nodes (eV/A): 2.57e-02
smallest overlap eigenvalue: 0.16949
highest filled, lowest empty level (eV): -3.7505 17.2892
band energy per cell (eV): -109.26487
force on A (eV/A): -3.93425 -4.26176 -3.42950
force on X (eV/A): -0.00211 0.20678 0.16132
force on B (eV/A): 3.93636 4.05498 3.26818
force on X, overlap part (eV/A): 1.93652 2.89551 2.35988
force on X, kinetic part (eV/A): 4.63512 5.58468 4.20336
force on X, projector part (eV/A): -6.57376 -8.27341 -6.40192
force on X from pairs at R=0 (eV/A): 0.02361 -0.99962 -0.71135
force on A with X tied to it (eV/A): -3.93636 -4.05498 -3.26818
largest force error against differences (eV/A): 8.0e-08
force change for X moved by 1e-6 A (eV/A): 1.8e-06
cell volume (A^3): 46.5120
stress row x (eV/A^3): -0.174882 -0.090485 -0.072274
stress row y (eV/A^3): -0.090485 -0.102091 -0.075659
stress row z (eV/A^3): -0.072274 -0.075659 -0.073356
largest strain-derivative error (eV): 2.8e-07
asymmetry of strain derivative, overlap (eV): 0.12760
asymmetry of strain derivative, kinetic (eV): 0.14583
asymmetry of strain derivative, projector (eV): 0.26308
asymmetry of strain derivative, total (eV): 9.1e-15
pressure (eV/A^3): 0.116776
pressure (GPa): 18.710
every check passed
```
